# Effective Permittivity of a Two-Dimensional Isotropic Polycrystal by Field Rotation: a program that tests the result

```python
"""
Result under test: a two-dimensional polycrystal whose grains all have the
principal relative permittivities ka and kb has an effective tensor kstar with
    det(kstar) = ka*kb,
and if kstar is isotropic it equals k0 = sqrt(ka*kb), whatever the grain shapes.

theta : orientation of the a axis in each grain (radian)
E, D  : electric field and displacement (D in units of eps0)
R     : rotation of a vector by ninety degrees
The effective tensor is computed by finite elements from curl E = 0, div D = 0.
Square bilinear elements are used; their energies lie above the exact ones.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu

R = np.array([[0.0, -1.0], [1.0, 0.0]])
rng = np.random.default_rng(7)

# Gradients of the four bilinear shape functions at four Gauss points
gauss = [0.5 - 0.5 / np.sqrt(3), 0.5 + 0.5 / np.sqrt(3)]
GRAD = np.array([[[-(1 - t), 1 - t, -t, t], [-(1 - s), -s, 1 - s, s]]
                 for s in gauss for t in gauss])


def local_tensor(theta, ka, kb):
    c, s = np.cos(theta), np.sin(theta)
    k = np.empty(theta.shape + (2, 2))
    k[..., 0, 0] = ka * c**2 + kb * s**2
    k[..., 1, 1] = ka * s**2 + kb * c**2
    k[..., 0, 1] = k[..., 1, 0] = (ka - kb) * s * c
    return k


def solve_cell(k):
    """Periodic cell: effective tensor and fields E[gauss, element, xy, load]."""
    nx, ny = k.shape[:2]
    ix, iy = np.indices((nx, ny))
    corners = np.stack([(((ix + dx) % nx) * ny + (iy + dy) % ny).ravel()
                        for dx, dy in ((0, 0), (1, 0), (0, 1), (1, 1))], axis=1)
    kel = k.reshape(-1, 2, 2)
    n = nx * ny
    stiff = np.einsum('gai,eab,gbj->eij', GRAD, kel, GRAD, optimize=True) / 4
    load_el = np.einsum('gai,eab->eib', GRAD, kel, optimize=True) / 4
    rows = np.repeat(corners, 4, axis=1).ravel()
    cols = np.tile(corners, (1, 4)).ravel()
    matrix = coo_matrix((stiff.ravel(), (rows, cols)), shape=(n, n)).tocsc()
    load = np.zeros((n, 2))
    np.add.at(load, corners.ravel(), load_el.reshape(-1, 2))
    u = np.zeros((n, 2))
    lu = splu(matrix[1:, 1:].tocsc(), permc_spec="MMD_AT_PLUS_A",
              diag_pivot_thresh=0.0, options=dict(SymmetricMode=True))
    u[1:] = lu.solve(-load[1:])
    kstar = kel.mean(axis=0) + load.T @ u / n
    fields = np.einsum('gai,eic->geac', GRAD, u[corners], optimize=True)
    return kstar, fields + np.eye(2)


def fourfold(quadrant):
    """Fill a cell so that a quarter turn maps the polycrystal onto itself."""
    q = [np.rot90(quadrant, j) + j * np.pi / 2 for j in range(4)]
    return np.block([[q[2], q[1]], [q[3], q[0]]])


def voronoi_quadrant(size, grains, stretch):
    x, y = np.indices((size, size)) + 0.5
    seeds = rng.uniform(0, size, (grains, 2))
    angles = rng.uniform(0, np.pi, grains)
    dist = [(x - a)**2 + (stretch * (y - b))**2 for a, b in seeds]
    return angles[np.argmin(dist, axis=0)]


def refine(theta, m):
    return np.kron(theta, np.ones((m, m)))


# ---- Algebra of the rotation, checked symbolically ----
a, b, t, m11, m12, m22, x, y = sp.symbols('a b t m11 m12 m22 x y', positive=True)
Rs = sp.Matrix([[0, -1], [1, 0]])
Q = sp.Matrix([[sp.cos(t), -sp.sin(t)], [sp.sin(t), sp.cos(t)]])
ks = Q * sp.diag(a, b) * Q.T
k_inverse = Q * sp.diag(1 / a, 1 / b) * Q.T
assert sp.simplify(Rs * k_inverse * Rs.T - ks / (a * b)) == sp.zeros(2, 2)
M = sp.Matrix([[m11, m12], [m12, m22]])
assert (M * Rs * M - M.det() * Rs).expand() == sp.zeros(2, 2)
V = sp.Matrix([sp.Function('vx')(x, y), sp.Function('vy')(x, y)])
W = Rs * V
curl_V, div_V = sp.diff(V[1], x) - sp.diff(V[0], y), sp.diff(V[0], x) + sp.diff(V[1], y)
curl_W, div_W = sp.diff(W[1], x) - sp.diff(W[0], y), sp.diff(W[0], x) + sp.diff(W[1], y)
assert sp.simplify(curl_W - div_V) == 0 and sp.simplify(div_W + curl_V) == 0

# ---- Strong anisotropy: test of the theorem ----
ka, kb = 2.0, 6.0
k0 = np.sqrt(ka * kb)
print(f"Test values ka, kb: {ka:.1f}, {kb:.1f}; sqrt(ka kb) = {k0:.5f}")

layers = np.zeros((8, 4))
layers[4:] = np.pi / 2
k_lam, _ = solve_cell(local_tensor(layers, ka, kb))
assert np.isclose(k_lam[0, 0], 2 * ka * kb / (ka + kb), rtol=1e-9)
assert np.isclose(k_lam[1, 1], (ka + kb) / 2, rtol=1e-9)
assert np.isclose(np.linalg.det(k_lam), ka * kb, rtol=1e-9)
print(f"Laminate k across, along layers: {k_lam[0,0]:.4f}, {k_lam[1,1]:.4f}")
print(f"Laminate determinant: {np.linalg.det(k_lam):.5f}")

dets = []
for n in (64, 128):
    px, py = (np.indices((n, n)) + 0.5) * 2 * np.pi / n
    k_smooth = local_tensor(0.9 * np.sin(px) + 0.6 * np.cos(px - py), ka, kb)
    ks_num, E = solve_cell(k_smooth)
    dets.append(np.linalg.det(ks_num))
det_limit = (4 * dets[1] - dets[0]) / 3     # error of smooth problem ~ h^2
assert abs(det_limit / (ka * kb) - 1) < 2e-4
assert abs(ks_num[0, 0] - ks_num[1, 1]) > 0.05   # case is truly anisotropic
E_mean = E.mean(axis=0)
D_x = np.einsum('eab,eb->ea', k_smooth.reshape(-1, 2, 2), E_mean[:, :, 0])
E_rotated = D_x @ R.T / k0
E_direct = E_mean @ (R @ ks_num[:, 0] / k0)
rot_error = np.sqrt(np.mean((E_rotated - E_direct)**2) / np.mean(E_direct**2))
assert rot_error < 1e-2
print(f"Smooth texture kxx, kyy, kxy: {ks_num[0,0]:.4f}, "
      f"{ks_num[1,1]:.4f}, {ks_num[0,1]:.4f}")
print(f"Smooth texture determinant, mesh limit: {det_limit:.5f}")
print(f"Rotated D against solved E, rms relative error: {rot_error:.1e}")

cells = {"compact": fourfold(voronoi_quadrant(12, 6, 1.0)),
         "elongated": fourfold(voronoi_quadrant(12, 6, 2.0))}
for name, theta in cells.items():
    values = []
    for m in (2, 4, 8):
        th = refine(theta, m)
        kstar, E = solve_cell(local_tensor(th, ka, kb))
        assert abs(kstar[0, 0] - kstar[1, 1]) < 1e-7 and abs(kstar[0, 1]) < 1e-7
        values.append(kstar[0, 0])
    v1, v2, v3 = values
    limit = v3 - (v3 - v2)**2 / ((v3 - v2) - (v2 - v1))
    # Corner fields limit the mesh accuracy; the excess must shrink steadily.
    assert v1 > v2 > v3 > k0 and v3 / k0 - 1 < 0.02
    assert (v3 - k0) < 0.7 * (v2 - k0)
    assert abs(limit / k0 - 1) < 3e-3
    print(f"{name} grains, k* on 3 meshes: {v1:.4f}, {v2:.4f}, {v3:.4f}")
    print(f"{name} grains, k* extrapolated: {limit:.4f}")
    angle = th.ravel()
    Ea = E[:, :, 0, 0] * np.cos(angle) + E[:, :, 1, 0] * np.sin(angle)
    Eb = -E[:, :, 0, 0] * np.sin(angle) + E[:, :, 1, 0] * np.cos(angle)
    Ea2, Eb2 = np.mean(Ea**2), np.mean(Eb**2)
    # Local fields converge more slowly than energies near grain corners.
    assert abs(Ea2 - 0.5 * np.sqrt(kb / ka)) < 0.04
    assert abs(Eb2 - 0.5 * np.sqrt(ka / kb)) < 0.04
    print(f"{name} grains, <Ea^2>, <Eb^2> over E0^2: {Ea2:.3f}, {Eb2:.3f}")
print(f"Formula for these two: {0.5*np.sqrt(kb/ka):.3f}, {0.5*np.sqrt(ka/kb):.3f}")

# ---- Sulfur film between two metal lines; rough permittivities ----
s_a, s_b, s_c = 3.8, 4.0, 4.4          # b axis lies along the columns
gap_nm, grain_nm, volt = 160.0, 20.0, 1.0
k_film = np.sqrt(s_a * s_c)
upper, lower = (s_a + s_c) / 2, 2 * s_a * s_c / (s_a + s_c)
k_num, E = solve_cell(local_tensor(refine(cells["compact"], 4), s_a, s_c))
assert 0 < k_num[0, 0] - k_film < 0.3 * (upper - k_film)
capacitance = const.epsilon_0 * k_film / (gap_nm * 1e-9) * 1e3
peak = np.linalg.norm(E.mean(axis=0)[:, :, 0], axis=1).max()
print(f"Sulfur rough k along a, b, c: {s_a}, {s_b}, {s_c}")
print(f"Gap {gap_nm:.0f} nm, grain {grain_nm:.0f} nm, voltage {volt:.1f} V")
print(f"Film k* from formula: {k_film:.4f}; finite elements: {k_num[0,0]:.4f}")
print(f"Film bounds, lower and upper: {lower:.4f}, {upper:.4f}")
print(f"Capacitance per facing area: {capacitance:.4f} fF/um^2")
print(f"Mean applied field: {volt/(gap_nm*1e-7)/1e6:.4f} MV/cm")
print(f"RMS field over applied field: {np.sqrt(upper/k_film):.5f}")
print(f"Largest element field over applied (mesh-limited): {peak:.3f}")

# ---- Sizes of neglected effects ----
# Empty layers, 1 nm thick, between square grains; elements of 1 and 0.5 nm
period = int(grain_nm)
angles = fourfold(rng.uniform(0, np.pi, (2, 2)))
k_void = local_tensor(refine(angles, period), s_a, s_c)
k_void[::period, :] = np.eye(2)
k_void[:, ::period] = np.eye(2)
void_fraction = 1 - (1 - 1 / period)**2
void_values = []
for m in (1, 2):
    kv, _ = solve_cell(np.repeat(np.repeat(k_void, m, axis=0), m, axis=1))
    void_values.append(np.trace(kv) / 2)
assert abs(void_values[1] / void_values[0] - 1) < 0.02
void_shift = void_values[1] / k_film - 1
print(f"Void layers 1 nm, area fraction: {100*void_fraction:.2f} %")
print(f"k* with void layers, two meshes: {void_values[0]:.3f}, {void_values[1]:.3f}")
print(f"Shift by void layers: {100*void_shift:.1f} %")

# Grains random in three dimensions: range from uniform trial fields
axes = np.array([s_a, s_b, s_c])
low3, up3 = 3 / np.sum(1 / axes), axes.mean()
shift3 = [low3 / k_film - 1, up3 / k_film - 1]
print(f"Non-columnar random grains, k range: {low3:.4f} to {up3:.4f}")
print(f"Shift if non-columnar: {100*shift3[0]:.2f} to {100*shift3[1]:.2f} %")

# Metal plates: a mirrored cell has equipotentials on its mirror planes
across = int(gap_nm / grain_nm)
samples = []
for _ in range(80):
    strip = refine(rng.uniform(0, np.pi, (across, across)), 4)
    kw, _ = solve_cell(local_tensor(np.vstack([strip, -strip[::-1]]), s_a, s_c))
    assert abs(kw[0, 1]) < 1e-8
    samples.append(kw[0, 0])
scatter = np.std(samples, ddof=1)
scatter_formula = abs(s_c - s_a) / 2 / np.sqrt(2 * across**2)
assert abs(scatter / scatter_formula - 1) < 0.35   # sampling error of 80 cells
line_um = 10.0
line_grains = across * line_um * 1e3 / grain_nm
line_scatter = abs(s_c - s_a) / 2 / np.sqrt(2 * line_grains) / k_film
plate_shift = upper / k_film - 1
print(f"Scatter of k, {across**2} grains: {scatter:.4f}; estimate {scatter_formula:.4f}")
print(f"Scatter for a {line_um:.0f} um line: {100*line_scatter:.3f} %")
print(f"Largest upward shift by metal plates: {100*plate_shift:.2f} %")

# Warming: fixed polarizability per molecule, Clausius-Mossotti relation
expansion, warming = 2e-4, 60.0         # rough volume expansion 1/K, and K
cm = (k_film - 1) / (k_film + 2) / (1 + expansion * warming)
thermal_shift = (1 + 2 * cm) / (1 - cm) / k_film - 1
print(f"Rough volume expansion: {expansion:.0e} 1/K; warming {warming:.0f} K")
print(f"Shift by warming: {100*thermal_shift:.2f} %")
others = [abs(s) for s in shift3] + [plate_shift, line_scatter, abs(thermal_shift)]
assert abs(void_shift) > 3 * max(others)

frequency = 1e10
phase = 2 * np.pi * frequency * gap_nm * 1e-9 * np.sqrt(k_film) / const.c
rho_cross = 1 / (2 * np.pi * frequency * const.epsilon_0 * k_film)
assert phase < 1e-3
print(f"Phase across the gap at {frequency/1e9:.0f} GHz: {phase:.1e} rad")
print(f"Resistivity where leakage equals displacement: {100*rho_cross:.1f} ohm cm")
print("tests ok")
```

Printed output:

```
Test values ka, kb: 2.0, 6.0; sqrt(ka kb) = 3.46410
Laminate k across, along layers: 3.0000, 4.0000
Laminate determinant: 12.00000
Smooth texture kxx, kyy, kxy: 3.1954, 3.7561, -0.0407
Smooth texture determinant, mesh limit: 12.00000
Rotated D against solved E, rms relative error: 3.3e-04
compact grains, k* on 3 meshes: 3.4715, 3.4664, 3.4648
compact grains, k* extrapolated: 3.4641
compact grains, <Ea^2>, <Eb^2> over E0^2: 0.865, 0.289
elongated grains, k* on 3 meshes: 3.4694, 3.4658, 3.4646
elongated grains, k* extrapolated: 3.4641
elongated grains, <Ea^2>, <Eb^2> over E0^2: 0.866, 0.289
Formula for these two: 0.866, 0.289
Sulfur rough k along a, b, c: 3.8, 4.0, 4.4
Gap 160 nm, grain 20 nm, voltage 1.0 V
Film k* from formula: 4.0890; finite elements: 4.0890
Film bounds, lower and upper: 4.0780, 4.1000
Capacitance per facing area: 0.2263 fF/um^2
Mean applied field: 0.0625 MV/cm
RMS field over applied field: 1.00134
Largest element field over applied (mesh-limited): 1.154
Void layers 1 nm, area fraction: 9.75 %
k* with void layers, two meshes: 3.426, 3.424
Shift by void layers: -16.3 %
Non-columnar random grains, k range: 4.0517 to 4.0667
Shift if non-columnar: -0.91 to -0.55 %
Scatter of k, 64 grains: 0.0268; estimate 0.0265
Scatter for a 10 um line: 0.082 %
Largest upward shift by metal plates: 0.27 %
Rough volume expansion: 2e-04 1/K; warming 60 K
Shift by warming: -1.80 %
Phase across the gap at 10 GHz: 6.8e-05 rad
Resistivity where leakage equals displacement: 44.0 ohm cm
tests ok
```
